\section*{Bosanquet interpolation for precursor diffusion in a pore, from momentum losses}

\section{The momentum balance}

\textit{Q.} A precursor vapour diffuses down a narrow pore filled with carrier gas. Its molecules strike carrier molecules and also the wall. I am told to add the reciprocals of two diffusion coefficients. Why should reciprocals add, rather than the coefficients themselves?

\textit{A.} Because both kinds of collision slow the same molecules. Take a long straight cylinder of diameter $d$ at uniform temperature $T$, in steady state. The precursor A has molecular mass $m$, number density $n(z)$ and mean axial velocity $u$. It is a trace in a carrier B, both gases are ideal, and the total pressure is the same at both ends. The wall consumes nothing and re-emits every molecule diffusely with a thermal velocity distribution. The density changes little over a pore diameter or a free path.

Let $\nu_g$ and $\nu_w$ be the rates at which drift momentum is lost to gas and wall. Averaged over the cross-section, the axial momentum balance per unit volume is
\begin{equation}
nmu\frac{du}{dz}=-kT\frac{dn}{dz}-nmu(\nu_g+\nu_w).
\end{equation}
The driving term is the gradient of the partial pressure $nkT$.

\textit{Q.} You will drop the left side. On what grounds?

\textit{A.} In steady state $nu$ is constant, so $n\,du/dz=-u\,dn/dz$ and the left side equals $-mu^2\,dn/dz$. Its ratio to the pressure term is $mu^2/kT$, which is small when the drift is much slower than the thermal motion. What remains is
\begin{equation}
nu=-\frac{kT}{m(\nu_g+\nu_w)}\frac{dn}{dz}.
\end{equation}
Comparison with $nu=-D\,dn/dz$ gives
\begin{equation}
D=\frac{kT}{m(\nu_g+\nu_w)},\qquad
\frac1D=\frac{m\nu_g}{kT}+\frac{m\nu_w}{kT}.
\label{eq:add}
\end{equation}
Each term on the right is the reciprocal of the coefficient that one loss alone would give. Resistances add because the losses act together on one drift.

\textit{Q.} You treated the carrier as standing still. The precursor pushes it.

\textit{A.} It does move. Momentum exchanged between A and B cancels in their sum, and equal total pressure leaves no net driving force. The losses of the two gases to the wall must therefore cancel. With fluxes $N_A,N_B$ and wall-limited coefficients $D_K,D_{K,B}$,
\begin{equation}
\frac{N_A}{D_K}+\frac{N_B}{D_{K,B}}=0 .
\end{equation}
The wall-limited coefficient will turn out to vary as $m^{-1/2}$, so $N_B/N_A=-\sqrt{m/m_B}$. If $x$ is the precursor mole fraction, the velocities are in the ratio
\begin{equation}
\frac{u_B}{u}=-\sqrt{\frac{m}{m_B}}\,\frac{x}{1-x},
\end{equation}
which vanishes for a trace.

\section{The loss to gas molecules}

\textit{Q.} So far $\nu_g$ is a name. What is it for actual collisions?

\textit{A.} Let $\mathbf g$ be the velocity of A relative to B and $\mu=mm_B/(m+m_B)$ the reduced mass. A collision that turns $\mathbf g$ through an angle $\chi$ removes, averaged over azimuth, the momentum $\mu\mathbf g(1-\cos\chi)$ from A. Summing over impact parameters $b$ gives the momentum-transfer cross-section $Q$. For hard spheres with contact distance $\sigma$, $b=\sigma\cos(\chi/2)$, hence $b\,|db|=(\sigma^2/4)\sin\chi\,d\chi$ and
\begin{equation}
Q=2\pi\frac{\sigma^2}{4}\int_0^\pi(1-\cos\chi)\sin\chi\,d\chi=\pi\sigma^2 .
\end{equation}
The drag on one precursor molecule is $\mu n_BQ\langle g g_z\rangle$.

I now assume that both gases have Maxwellian distributions, that of A shifted by $u$. The distribution of $\mathbf g$ is then a Maxwellian for mass $\mu$, also shifted by $u$. To first order in $u$ the shift multiplies the unshifted distribution by $1+\mu ug_z/kT$. The unshifted part gives no mean drag, so
\begin{equation}
\langle gg_z\rangle=\frac{\mu u}{kT}\langle gg_z^2\rangle_0
=\frac{\mu u}{3kT}\langle g^3\rangle_0 .
\end{equation}
With $a=\mu/2kT$,
\begin{equation}
\frac{\langle g^3\rangle_0}{\langle g\rangle_0}
=\frac{\int_0^\infty g^5e^{-ag^2}dg}{\int_0^\infty g^3e^{-ag^2}dg}
=\frac{1/a^3}{1/(2a^2)}=\frac{4kT}{\mu}.
\end{equation}
Thus $\langle gg_z\rangle=\tfrac43\bar g u$, where $\bar g=\sqrt{8kT/\pi\mu}$. Setting the drag equal to $m\nu_gu$ yields
\begin{equation}
\nu_g=\frac43\frac{\mu}{m}n_BQ\bar g .
\label{eq:nug}
\end{equation}
The factor $\mu/m$ is there because a light partner takes little momentum from a heavy molecule. The molecular diffusion coefficient follows:
\begin{align}
D_m=\frac{kT}{m\nu_g}
&=\frac{3kT}{4\mu n_B\pi\sigma^2}\sqrt{\frac{\pi\mu}{8kT}}\nonumber\\
&=\frac{3}{8n_B\sigma^2}\sqrt{\frac{kT}{2\pi\mu}} .
\label{eq:dm}
\end{align}
This is the first kinetic approximation, since the true distribution is not quite a shifted Maxwellian.

\section{The loss to the wall}

\textit{Q.} Then use the same shifted Maxwellian at the wall. The wall receives $n\bar v/4$ molecules per area and time, each carrying axial momentum $mu$ on average.

\textit{A.} Let us see what that gives. Here $\bar v=\sqrt{8kT/\pi m}$. The wall area per unit volume is $4/d$, so the loss per volume is $nmu\bar v/d$. That means $\nu_w=\bar v/d$, and with $kT/m=\pi\bar v^2/8$ the coefficient would be $\pi\bar vd/8$. But without gas collisions nothing maintains a shifted Maxwellian. A molecule carries only the memory of its last wall contact.

\textit{Q.} How do you turn that memory into a flux?

\textit{A.} Let $t$ be the time since the last contact. A molecule now at $z$ with axial velocity $v_z$ left the wall at $z-v_zt$. For a linear density profile with slope $n'$, the distribution is
\begin{equation}
f=f_0(\mathbf v)\left[n(z)-n'v_zt\right],
\end{equation}
where $f_0$ is the normalized Maxwellian. The correction is odd in $v_z$, so it changes neither the local density nor the number striking the wall; emission proportional to $n(z)$ is consistent. The flux is $-n'\langle v_z^2t\rangle$.

In the cross-section, $t=s/v_\perp$, with $s$ the backward distance to the wall and $v_\perp$ the transverse speed. These are independent of $v_z$, so
\begin{equation}
D_K=\frac{kT}{m}\langle s\rangle\left\langle\frac1{v_\perp}\right\rangle .
\end{equation}
For a fixed direction, consider chords at distance $b$ from the axis. Those longer than $s$ satisfy $|b|<\frac12\sqrt{d^2-s^2}$, a strip of width $\sqrt{d^2-s^2}$. Dividing by the area $\pi d^2/4$ gives the density of $s$:
\begin{equation}
p(s)=\frac{4}{\pi d}\sqrt{1-\frac{s^2}{d^2}},\qquad
\langle s\rangle=\frac{4d}{\pi}\int_0^1 y\sqrt{1-y^2}\,dy=\frac{4d}{3\pi}.
\end{equation}
The density of $v_\perp$ is $(m/kT)v_\perp e^{-mv_\perp^2/2kT}$, and therefore
\begin{equation}
\left\langle\frac1{v_\perp}\right\rangle
=\frac m{kT}\int_0^\infty e^{-mv^2/2kT}dv
=\sqrt{\frac{\pi m}{2kT}}=\frac2{\bar v}.
\end{equation}
The mean time since contact and the Knudsen coefficient are
\begin{equation}
\tau=\langle t\rangle=\frac{8d}{3\pi\bar v},\qquad
D_K=\frac{\pi\bar v^2}{8}\,\tau=\frac{\bar vd}{3}.
\label{eq:dk}
\end{equation}
The corresponding loss rate is $\nu_w=1/\tau=3\pi\bar v/8d$. Your estimate made the wall too weak, and $D_K$ too large by the factor $3\pi/8\approx1.178$.

\section{The combined coefficient and its limits}

\textit{Q.} Put the two together, and show me what happens when one loss dominates.

\textit{A.} Equation~\eqref{eq:add} becomes the Bosanquet formula,
\begin{equation}
\boxed{\frac1D=\frac1{D_m}+\frac1{D_K}},\qquad
D=\frac{D_K}{1+\beta},\qquad
\beta=\frac{D_K}{D_m}=\frac{\nu_g}{\nu_w}.
\label{eq:bos}
\end{equation}
In a dilute gas or a narrow pore, $\beta\to0$ and
\begin{equation}
D=D_K(1-\beta+\cdots)\to\frac{\bar vd}{3}.
\end{equation}
The carrier density has dropped out. In a dense gas or a wide pore, $\beta\to\infty$ and
\begin{equation}
D=\frac{D_m}{1+1/\beta}=D_m\left(1-\frac1\beta+\cdots\right)\to D_m .
\end{equation}
Now the diameter has dropped out. At $\beta=1$ the coefficient is half of either limit.

\textit{Q.} You computed $\nu_w$ with no gas present and then used it with gas present. Why is that allowed?

\textit{A.} In general it is an approximation. A model that can be solved shows what it costs. Suppose each gas collision, at a constant rate $\nu_g$, replaces the velocity by a fresh thermal one. Then
\begin{equation}
\mathbf v\cdot\nabla f=\nu_g(nf_0-f).
\end{equation}
Try $f=f_0[n(z)-n'v_z\theta]$, where $\theta$ depends on transverse position and velocity. Substitution gives
\begin{equation}
n'v_z-n'v_z\,\mathbf v_\perp\!\cdot\nabla\theta=\nu_gn'v_z\theta
\quad\Rightarrow\quad \frac{d\theta}{dt}=1-\nu_g\theta
\end{equation}
along a trajectory, with $\theta=0$ on leaving the wall. So $\theta=(1-e^{-\nu_gt})/\nu_g$, and the model has the solution
\begin{equation}
D_{\rm kin}=\frac{kT}{m}\left\langle\frac{1-e^{-\nu_gt}}{\nu_g}\right\rangle .
\label{eq:kin}
\end{equation}
If $t$ were exponentially distributed with mean $\tau$, then $\langle e^{-\nu_gt}\rangle=1/(1+\nu_g\tau)$ and
\begin{equation}
D_{\rm kin}=\frac{kT}{m}\frac{\tau}{1+\nu_g\tau}=\frac{kT}{m(\nu_w+\nu_g)} .
\end{equation}
That is Bosanquet. Additivity thus amounts to treating wall contacts as random events at a constant rate. In a cylinder they are not: a molecule with small $v_\perp$ stays away from the wall for a long time.

\textit{Q.} Does that spoil the limits?

\textit{A.} It leaves the limits but alters the approach to them. For large $\nu_g$, short times matter, and the probability density of $t$ at zero is
\begin{equation}
p(s{=}0)\langle v_\perp\rangle=\frac4{\pi d}\,\frac{\pi\bar v}{4}=\frac{\bar v}{d}.
\end{equation}
Hence $\langle e^{-\nu_gt}\rangle\approx\bar v/(d\nu_g)$ and
\begin{equation}
\frac{D_{\rm kin}}{D_m}\approx1-\frac{\bar v}{d\nu_g}=1-\frac{8}{3\pi\beta}.
\end{equation}
The wall rate here is $\bar v/d$, your shifted-Maxwellian value. In this model frequent collisions restore the full drift of the molecules arriving at the wall. A heavy molecule that keeps its velocity over several collisions can return to the wall before regaining the drift, so for hard spheres at the mass ratio used below the rate is somewhat smaller, about $0.9\,\bar v/d$. Bosanquet has $1/\beta$ in place of $0.849/\beta$.

For small $\nu_g$, slow transverse motion matters. Using $v_\perp=s/t$ in the density of $v_\perp$, the density of $t$ at long times is
\begin{equation}
\left\langle\frac m{kT}\frac st\frac s{t^2}\right\rangle
=\frac{8}{\pi\bar v^2}\frac{\langle s^2\rangle}{t^3}
=\frac{2d^2}{\pi\bar v^2t^3},
\end{equation}
because $\langle s^2\rangle=d^2/4$. The second-order term $\frac12\nu_g^2\langle t^2\rangle$ therefore grows logarithmically until it is cut off near $t\sim1/\nu_g$. Dividing it by $\beta=\nu_g\tau$ gives the relative reduction
\begin{equation}
\frac{\nu_g^2}{2\beta}\,\frac{2d^2}{\pi\bar v^2}\ln\frac1\beta
=\frac{\beta d^2}{\pi\bar v^2\tau^2}\ln\frac1\beta
=\frac{9\pi}{64}\,\beta\ln\frac1\beta ,
\end{equation}
so that
\begin{equation}
\frac{D_{\rm kin}}{D_K}=1-\frac{9\pi}{64}\,\beta\ln\frac1\beta+O(\beta).
\end{equation}
Gas collisions cut short the long flights that contribute strongly to $D_K$. Bosanquet misses this logarithm.

\section{Numbers for a coated capillary plate}

\textit{Q.} Give me a case where neither limit is good enough.

\textit{A.} Take trimethylaluminium monomer in nitrogen, inside a pore of a glass capillary plate being coated by atomic layer deposition. Rough typical values are 450~K, 5~Torr, $d=20~\mu$m and length $L=1$~mm. The sphere diameters, 0.59 and 0.37~nm, are also rough, so $\sigma=0.48$~nm and $Q=0.724$~nm$^2$. The molar masses 72.09 and 28.01~g/mol give a reduced value of 20.17~g/mol. With $n_B=1.073\times10^{17}$~cm$^{-3}$, $\bar g=687$~m/s and $\bar v=363.6$~m/s, in SI units,
\begin{align}
\nu_g&=\frac43\,\frac{20.17}{72.09}\,(1.073\times10^{23})(7.238\times10^{-19})(687.2)\nonumber\\
&=1.99\times10^7~{\rm s}^{-1},\\
\nu_w&=\frac{3\pi(363.6)}{8(20\times10^{-6})}=2.14\times10^7~{\rm s}^{-1}.
\end{align}
The two losses are nearly equal. They correspond to $D_m=26.1$ and $D_K=24.2$~cm$^2$/s, so $\beta=0.93$ and
\begin{equation}
D=\frac{24.24}{1.930}=12.6~{\rm cm^2/s}=1.26\times10^{-3}~{\rm m^2/s}.
\end{equation}
Either limit alone would be about twice too large. The diffusion time $L^2/2D$ is 0.40~ms.

\textit{Q.} And if I change only the pressure?

\textit{A.} $D_K$ stays fixed and $D_m$ varies as $1/P$. The last column compares the solvable model with Bosanquet.
\begin{center}
\begin{tabular}{rrrr}
$P$ (Torr) & $D_m$ (cm$^2$/s) & $D$ (cm$^2$/s) & $D_{\rm kin}/D$\\
0.05 & 2606 & 24.0 & 0.987\\
0.5 & 261 & 22.2 & 0.949\\
5 & 26.1 & 12.6 & 0.950\\
50 & 2.61 & 2.35 & 1.008\\
500 & 0.261 & 0.258 & 1.002
\end{tabular}
\end{center}
The first row is close to the Knudsen limit and the last to the molecular limit. Over a scan from $\beta=10^{-3}$ to $10^3$, the model lies at most 6.8\% below Bosanquet, near $\beta=0.33$, and at most 0.8\% above it, near $\beta=9$. The signs at the two ends agree with the asymptotic forms.

\textit{Q.} Real collisions do not reset a velocity completely. Is 5\% the error at 5~Torr?

\textit{A.} It is the error for reset collisions. I also followed 40,000 simulated precursor molecules through hard-sphere collisions with thermal carrier molecules and diffuse wall reflections, and took $D$ from the growth of the mean square axial displacement. The result is $0.974\pm0.008$ of the Bosanquet value, the uncertainty being one standard error. The shortfall is thus roughly 2 to 3\% for this mass ratio and pressure. The same simulation without walls gives $0.998\pm0.008$ of $D_m$, which supports equation~\eqref{eq:dm} here.

\section{Where a real pore departs from the model}

\textit{Q.} Your precursor need not be a trace, and the pressure need not be equal at both ends.

\textit{A.} For finite $x$ the gas drag depends on the velocity difference, and the balance for A is
\begin{equation}
-\frac{dn}{dz}=\frac{N_A}{D_K}+\frac{(1-x)N_A-xN_B}{D_m}.
\end{equation}
With equal total pressure, $N_B=-\sqrt{m/m_B}\,N_A=-1.604N_A$. The molecular term is multiplied by $1-x+1.604x=1.030$ at $x=0.05$, and the flux falls by 1.4\%. If instead the carrier density is uniform, so that the total pressure varies, the precursor flux rises by 5.9\%. Somewhat less than half of this arises because 5\% of the molecules are no longer carrier; the rest arises because the precursor drags the carrier along. That unbalanced pressure would also drive a Poiseuille flow. The continuum formula puts it at 1.5\% of the diffusive flux, which is only an order of magnitude here, since the carrier's free path is comparable to the pore diameter.

\textit{Q.} What about the ends, and a wall that is not perfectly diffuse?

\textit{A.} An opening passes about $\bar v/4$ per unit density difference and area, while the pore passes $D/L$. The ratio of the resistances is then about $4D/(\bar vL)=1.4\%$; this ignores the kinetic layer at each opening, which makes the end resistance roughly a fifth larger. For an isolated pore, diffusion through the carrier outside adds roughly $\pi d/8D_m$ at each opening, which is another 0.8\% of the pore resistance for the two.

Now let a fraction $\alpha$ of reflections be diffuse and the rest specular. A specular reflection in a cylinder preserves $v_z$, $v_\perp$ and the chord length. If $C$ is the mean chord through a random point, the mean backward distance is $C/2$, and each earlier specular reflection adds a full chord:
\begin{equation}
\frac C2+C\sum_{k=1}^{\infty}(1-\alpha)^k
=\frac C2+C\,\frac{1-\alpha}{\alpha}
=\frac C2\,\frac{2-\alpha}{\alpha}.
\end{equation}
So $D_K$ is multiplied by $(2-\alpha)/\alpha$. For $\alpha=0.9$ that is 1.22. Put into equation~\eqref{eq:bos}, it raises $D$ by only 10\%, since the gas supplies about half of the resistance. Even this is an overestimate, because gas collisions interrupt many of the flights that specular reflection would prolong.

\textit{Q.} In deposition the wall is supposed to consume the precursor. Is your result then of any use?

\textit{A.} It describes the stretch of pore that is already saturated. On a bare wall with a small reaction probability $S$ per impact, the loss per volume is $(4/d)(Sn\bar v/4)$, and
\begin{equation}
D\frac{d^2n}{dz^2}=\frac{S\bar v}{d}\,n,\qquad
\lambda=\sqrt{\frac{Dd}{S\bar v}} .
\end{equation}
The density decays over the length $\lambda$. For an illustrative $S=10^{-3}$, $\lambda=263~\mu$m, about a quarter of the pore. The flux entering a bare pore is then about $Dn/\lambda$ instead of the $Dn/L$ of an inert pore with an empty far end, larger by $L/\lambda\approx3.8$. Of the effects sized here this moves the answer most. It changes the profile, while $D$ remains the transport coefficient as long as $\lambda\gg d$.

\textit{Q.} So how far would you trust 12.6~cm$^2$/s for an actual plate?

\textit{A.} Pores of tens of micrometres and pressures of a few Torr are realistic for such coatings, so the intermediate regime is not contrived. The interpolation error is a few per cent here, and 10\% specular reflection would matter more. The hard-sphere diameters are rough, and $D_m$ varies as $\sigma^{-2}$. I have also left out attractive forces, dimers of the precursor and narrowing of the pore by the film. For the last, equation~\eqref{eq:bos} at fixed $D_m$ gives
\begin{equation}
\frac{\delta D}{D}=\frac{D}{D_K}\frac{\delta d}{d}=0.52\,\frac{\delta d}{d},
\end{equation}
so a film that narrows the pore by 1\% lowers $D$ by about 0.5\%. Applying the simulated shortfall to 12.6 gives about 12.2, so I would quote 12~cm$^2$/s, as an estimate for an inert or saturated pore. The unrounded values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 450 K, pressure 5.0 Torr
pore diameter 20 um, length 1.0 mm
molar masses: precursor 72.09, carrier 28.01 g/mol
sphere diameters 0.59, 0.37 nm; contact 0.48 nm
reduced molar mass 20.17 g/mol
gas density 1.073e+17 cm^-3
collision cross-section 0.7238 nm^2
mean precursor speed 363.6 m/s, mean relative speed 687.2 m/s
momentum-loss rate to gas 1.992e+07 s^-1
momentum-loss rate to wall 2.141e+07 s^-1
D_m 26.06 cm^2/s, D_K 24.24 cm^2/s
Bosanquet D 12.56 cm^2/s = 1.256e-03 m^2/s
beta = D_K/D_m 0.930
diffusion time L^2/(2D) 0.398 ms
drifting-Maxwellian D_K / correct D_K 1.1781
sweep: P (Torr), D_m, Bosanquet D (cm^2/s), kinetic/Bosanquet, nu_w d/v
     0.05   2606.202   24.013   0.9866   1.1943
     0.50    260.620   22.175   0.9486   1.2478
     5.00     26.062   12.558   0.9501   1.2976
    50.00      2.606    2.353   1.0075   1.0878
   500.00      0.261    0.258   1.0015   1.0091
largest shortfall of kinetic D -6.83 % at beta 0.32
largest excess of kinetic D 0.75 % at beta 8.91
logarithmic coefficient near Knudsen limit 0.4417 (9 pi/64 = 0.4418)
first wall correction near continuum 0.8488 (8/(3 pi) = 0.8488)
simulation, reset collisions / kinetic D 0.989 +- 0.006
simulation, hard spheres in bulk / D_m 0.998 +- 0.008
simulation, hard spheres in pore / Bosanquet 0.974 +- 0.008
neglected effects; precursor fraction 0.05
  flux change, equal total pressure -1.43 %
  flux change, uniform carrier density 5.92 %
  carrier viscosity, hard spheres 21.9 uPa s
  Poiseuille flux if precursor pressure is unbalanced 1.52 %
  pore-end resistance / pore resistance 1.38 %
  D change at diffuse share 0.9: 10.40 %
  decay length at sticking 1e-03: 263 um
\end{verbatim}
